\section*{Padovani-Stratton energy of thermionic-field emission from a saddle-point integral}

An electron crossing a Schottky contact from a uniformly doped n-type semiconductor into the metal meets a parabolic barrier. A parabola has no length of its own: its curvature defines a frequency $\omega$, and its height $U$ then fixes its width. For a barrier of this height the characteristic momentum is $\sqrt{mU}$ and the characteristic length is $\sqrt{U/m\omega^2}$, where $m$ is the effective mass. Their product, divided by $\hbar$, is $U/\hbar\omega$. The semiclassical tunnelling exponent at energy $E$ must therefore have the form $S=(U/\hbar\omega)\,g(E/U)$, with $g$ a pure function. Thermal occupation contributes a further exponent $E/kT$. With $e=E/U$, the total is
\begin{equation}
S+\frac{E}{kT}=U\left[\frac{g(e)}{\hbar\omega}+\frac{e}{kT}\right].
\end{equation}
The current is dominated by the value of $e$ that minimizes the bracket, and this value does not depend on $U$. The leading exponent is thus proportional to the barrier height and can be written $U/E_0$, where $E_0$ is $kT$ times a function of $\hbar\omega/kT$. Scaling fixes this much; the function itself requires the barrier integral.

Let the metal occupy $x<0$ and let the semiconductor be depleted for $0<x<W$, with uniform donor density $N$ and permittivity $\varepsilon$. Energies are measured from the conduction-band edge in the neutral bulk, and $\mu$ is the bulk Fermi level on that scale. It is negative for a nondegenerate semiconductor and positive for a degenerate one. If $\phi_B$ is the barrier energy above the metal Fermi level and $V$ the forward bias, the metal Fermi level lies at $\mu-qV$, so the top of the barrier is at
\begin{equation}
U=\phi_B-qV+\mu .
\end{equation}
The electrostatic potential has second derivative $-qN/\varepsilon$. An electron has charge $-q$, so its band edge obeys $E_c''=+q^2N/\varepsilon$. Since $E_c$ and $E_c'$ vanish at $x=W$, two integrations give
\begin{equation}
E_c(x)=\frac{q^2N}{2\varepsilon}(W-x)^2=U\left(1-\frac{x}{W}\right)^2,
\qquad W^2=\frac{2\varepsilon U}{q^2N}.
\end{equation}
Comparison with $\tfrac12m\omega^2(W-x)^2$ gives $\omega=q\sqrt{N/m\varepsilon}$, which is independent of bias. The customary tunnelling energy is half the oscillator quantum,
\begin{equation}
E_{00}=\frac{\hbar\omega}{2}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}} .
\end{equation}
This description assumes full depletion and a smooth donor charge. It leaves out the image force, traps, the discreteness of the dopants and the change of the effective mass with energy inside the gap.

The current is a sum over incident states. For an isotropic mass and conserved transverse momentum, the transmission $D$ depends on the normal energy $E$ alone. With two spin states, and with $|v_x|\,dk_x=dE/\hbar$, the flow into the metal is
\begin{equation}
J=\frac{2q}{(2\pi)^3\hbar}\int_0^\infty dE\,D(E)\int d^2k_\perp\,
\frac{1}{1+e^{(E+E_\perp-\mu)/kT}} .
\end{equation}
Because $E_\perp=\hbar^2k_\perp^2/2m$, the transverse element is $d^2k_\perp=(2\pi m/\hbar^2)\,dE_\perp$. The integral over $E_\perp$ from zero to infinity is elementary and equals $kT\ln(1+e^{(\mu-E)/kT})$. Collecting constants with $h=2\pi\hbar$,
\begin{equation}
J=\frac{A^*T}{k}\int_0^\infty D(E)\,
\ln\!\left(1+e^{(\mu-E)/kT}\right)dE,
\qquad A^*=\frac{4\pi qmk^2}{h^3}.
\label{eq:supply}
\end{equation}
Where $E-\mu$ is several $kT$, the logarithm reduces to $e^{(\mu-E)/kT}$. The net current contains the difference between the occupations on the two sides. In the Boltzmann tail the metal occupation is smaller by $e^{-qV/kT}$, because its Fermi level is lower by $qV$. The net current is therefore $J(1-e^{-qV/kT})$, and $J$ denotes the forward flow below.

Below the barrier top the WKB transmission with unit prefactor is $D=e^{-S}$, where $S$ is twice the integral of the decay constant from the interface to the turning point $x_t$. With $y=1-x/W$, the turning point is at $y=\sqrt e$, and
\begin{equation}
S=\frac{2}{\hbar}\int_0^{x_t}\!\sqrt{2m(E_c-E)}\,dx
=\frac{2W\sqrt{2mU}}{\hbar}\int_{\sqrt e}^{1}\sqrt{y^2-e}\,dy .
\end{equation}
The expression for $W$ gives $W\sqrt{2mU}=(2U/q)\sqrt{m\varepsilon/N}$, so the factor before the last integral is $2U/E_{00}$. Call that integral $I$. Integration by parts, followed by writing $y^2=(y^2-e)+e$, yields
\begin{equation}
I=\sqrt{1-e}-\int_{\sqrt e}^{1}\frac{y^2\,dy}{\sqrt{y^2-e}}
=\sqrt{1-e}-I-e\,\operatorname{arcosh}\frac1{\sqrt e}.
\end{equation}
Solving for $I$ gives
\begin{equation}
S(E)=\frac{U}{E_{00}}\left[\sqrt{1-e}-e\,\operatorname{arcosh}\frac{1}{\sqrt e}\right].
\end{equation}
The exponent falls from $U/E_{00}$ at the band edge to zero at the barrier top.

The algebra simplifies with the variable $a=\operatorname{arcosh}(1/\sqrt e)$. Then $e=\operatorname{sech}^2a$ and $\sqrt{1-e}=\tanh a$, so that $S=(U/E_{00})(\tanh a-a\operatorname{sech}^2a)$. The two derivatives needed are
\begin{align}
\frac{dS}{da}&=\frac{U}{E_{00}}\left(\operatorname{sech}^2a-\operatorname{sech}^2a
+2a\operatorname{sech}^2a\tanh a\right),\\
\frac{dE}{da}&=-2U\operatorname{sech}^2a\tanh a .
\end{align}
Their quotient is
\begin{equation}
\frac{dS}{dE}=-\frac{a}{E_{00}} .
\label{eq:first}
\end{equation}
This quantity has a mechanical meaning. Differentiating the WKB integral under the integral sign gives $dS/dE=-2\tau/\hbar$, where $\tau=\int_0^{x_t}dx\,\sqrt{m/2(E_c-E)}$ is the time a particle would need to cross the region if the potential were turned upside down. The boundary term vanishes because the integrand of $S$ is zero at the turning point. Thus $a=\omega\tau$.

The integrand $e^{-S-E/kT}$ is stationary where $dS/dE=-1/kT$. With
\begin{equation}
u=\frac{E_{00}}{kT},
\end{equation}
equation (\ref{eq:first}) gives $a=u$, or
\begin{equation}
E_m=\frac{U}{\cosh^2u}.
\end{equation}
Equivalently, the round-trip time $2\tau$ in the inverted barrier equals $\hbar/kT$. A hotter contact selects a shorter crossing, nearer the top. The second derivative follows from (\ref{eq:first}) and $dE/da$:
\begin{equation}
S''(E_m)=-\frac{1}{E_{00}}\left(\frac{dE}{da}\right)^{-1}_{a=u}
=\frac{\cosh^2u}{2UE_{00}\tanh u}>0 .
\end{equation}
The total exponent has a minimum and the integrand a maximum along the real energy axis. In the imaginary direction the quadratic term changes sign, which makes the point a saddle of the integrand's modulus in the complex plane. The real axis is already the path of steepest descent.

At the saddle $1/kT=u/E_{00}$, and the terms containing $u\operatorname{sech}^2u$ cancel:
\begin{equation}
S(E_m)+\frac{E_m}{kT}
=\frac{U}{E_{00}}\left(\tanh u-\frac{u}{\cosh^2u}+\frac{u}{\cosh^2u}\right)
=\frac{U\tanh u}{E_{00}} .
\end{equation}
This is $U/E_0$, with the Padovani-Stratton energy
\begin{equation}
E_0=E_{00}\coth\!\left(\frac{E_{00}}{kT}\right).
\end{equation}
The hyperbolic cotangent thus comes from the balance between a Boltzmann factor and the action of a parabolic barrier. Another barrier shape would in general give another function.

The quadratic expansion about $E_m$ describes a Gaussian of standard deviation
\begin{equation}
\sigma=\frac{1}{\sqrt{S''(E_m)}}=\frac{\sqrt{2UE_{00}\tanh u}}{\cosh u}.
\end{equation}
If both integration limits are many $\sigma$ away, they may be moved to infinity, and the area is $\sqrt{2\pi}\,\sigma$. The current is then, to leading order,
\begin{equation}
J=\frac{A^*T}{k}\,e^{\mu/kT}\,
\frac{2\sqrt{\pi UE_{00}\tanh u}}{\cosh u}\,e^{-U/E_0}.
\label{eq:current}
\end{equation}
The factor 2 comes from $\sqrt{2\pi}\sqrt{2}=2\sqrt\pi$. Since $dU/dV=-q$, and since the prefactor contains $\sqrt U$, the bias slope is
\begin{equation}
\frac{d\ln J}{dV}=q\left(\frac1{E_0}-\frac1{2U}\right).
\label{eq:slope}
\end{equation}
Reading $E_0$ directly from the slope of a semilogarithmic plot neglects the second term.

Three conditions underlie (\ref{eq:current}). The Gaussian as a whole, and not only its centre, must lie in the Boltzmann tail, so $E_m-\mu$ must be several $kT$ and also several $\sigma$. The dominant energy must further lie several widths from the band edge and several widths from the barrier top. In terms of the parameters, these last two distances are
\begin{equation}
\frac{E_m}{\sigma}=\frac{1}{\cosh u}\sqrt{\frac{U}{2E_{00}\tanh u}},\qquad
\frac{U-E_m}{\sigma}=\sinh u\tanh u\,\sqrt{\frac{U}{2E_{00}\tanh u}} .
\end{equation}
Even when all three hold, the Gaussian is an approximation. At fixed $u$ the exponent is $U/E_{00}$ times a function of $e$. Measured in units of $\sigma$, its cubic term is of order $(E_{00}/U)^{1/2}$ and its quartic term of order $E_{00}/U$. The cubic term integrates to zero at first order, because it is odd. Its square and the quartic term leave a relative correction of order $E_{00}/U$. Quadrature of the Boltzmann integrand confirms this: relative to the Gaussian result the error is $-0.77\,\%$ at $U/E_{00}=60$ and $-0.19\,\%$ at $U/E_{00}=240$, for the value of $u$ in the example below.

Take round model parameters for a wide-gap contact: $m=0.2\,m_0$, relative permittivity 10, $N=4\times10^{18}\,\mathrm{cm^{-3}}$, $\phi_B=1$ eV, $V=0.2$ V and $T=300$ K. Charge neutrality with full ionization gives $\mu=0.0308$ eV, hence $U=1-0.2+0.0308=0.8308$ eV and $W=15.15$ nm. The tunnelling energy is $E_{00}=26.26$ meV and $kT=25.85$ meV, so $u=1.016$ and the two energies compete on equal terms. With $\tanh u=0.7681$,
\begin{equation}
E_0=\frac{26.26\ \mathrm{meV}}{0.7681}=34.18\ \mathrm{meV}
=5.477\times10^{-21}\ \mathrm{J},
\qquad \frac{E_0}{kT}=1.322 .
\end{equation}
The dominant energy is $E_m=0.8308/1.5617^2=0.341$ eV, well below the barrier top, and the width is $\sigma=0.117$ eV. The band edge is $2.9\sigma$ away, the top $4.2\sigma$, and $\mu$ lies $12\,kT$, or $2.6\sigma$, below $E_m$. All three conditions are reasonably met. The exponent of 24.305 consists of 11.127 from tunnelling and 13.178 from thermal excitation.

The supply factor $A^*T/k$ equals $A^*T^2/kT$. With $A^*=24.035\ \mathrm{A\,cm^{-2}\,K^{-2}}$ this is $8.37\times10^7\ \mathrm{A\,cm^{-2}\,eV^{-1}}$. The Gaussian area is $\sqrt{2\pi}\times0.1172=0.294$ eV, and $\mu/kT=1.193$. Therefore
\begin{equation}
J=8.37\times10^7\times0.294\times e^{1.193-24.305}
=2.26\times10^{-3}\ \mathrm{A\,cm^{-2}} .
\end{equation}
Quadrature of (\ref{eq:supply}), with the full Fermi logarithm and with $D=1$ above the barrier, gives $2.22\times10^{-3}\ \mathrm{A\,cm^{-2}}$, which is $1.6\,\%$ below the saddle-point value. Here $U/E_{00}=31.6$, and scaling the error found at 60 inversely with this ratio predicts about $-1.5\,\%$. Most of the difference is thus the expected correction to the Gaussian. The reverse flow changes the current by a fraction of only $4\times10^{-4}$. The omitted image force matters far more. A classical image potential with the same permittivity lowers the barrier top by 0.12 eV and raises the WKB current by a factor of about 2.7. Two other simplifications also matter. The mobile electrons near the depletion edge, neglected by full depletion, would lower the current by about $30\,\%$. A two-band decay constant, $\kappa^2=2m(E_c-E)[1-(E_c-E)/E_g]/\hbar^2$ with a gap $E_g=3.4$ eV, would raise it by a factor of about 1.7. Each of these effects is taken alone. The absolute current above therefore belongs to the bare parabolic barrier and is not a prediction for a real contact.

Thermionic emission over the same barrier would carry
\begin{equation}
J_{\mathrm{th}}=A^*T^2e^{-(\phi_B-qV)/kT}=7.86\times10^{-8}\ \mathrm{A\,cm^{-2}},
\end{equation}
smaller by a factor of $2.9\times10^4$. That factor has two parts. The exponent falls from $U/kT=32.14$ to $U/E_0=24.31$, which gives about $2.5\times10^3$. The energy window widens from $kT$ to $0.294$ eV, which gives about 11.

In the slope, $1/E_0$ corresponds to $29.25\ \mathrm{V^{-1}}$, and (\ref{eq:slope}) lowers it to $28.65\ \mathrm{V^{-1}}$; quadrature gives $28.62\ \mathrm{V^{-1}}$. An ideality factor defined by the local slope is therefore $1/(0.02585\times28.65)=1.35$ rather than 1.32. This value too belongs to the bare barrier: the image potential alone would change it to 1.33, and the two-band decay constant alone to 1.42. At the same doping, $E_0$ is 28.9 meV at 200 K and 40.9 meV at 400 K, while $E_0/kT$ falls from 1.68 to 1.19. The slope formula agrees with quadrature within $0.5\,\%$ at 200, 300 and 400 K.

Unit prefactor is a further approximation, because the metal interface is sharp. Its effect can be found by matching waves. Suppose that the metal has the same mass and that the barrier top lies $M$ above the bottom of its band. Let $k_M$ be the wave number in the metal and $\kappa_0$ the decay constant just inside the barrier. The connection formula at the smooth turning point takes an incident wave of flux $\hbar/m$ into a decaying wave, which near the interface is $\kappa_0^{-1/2}e^{-S/2}e^{\kappa_0x}$. Adding a reflected part $r e^{-\kappa_0x}$ and a metal wave $te^{-ik_Mx}$, both in units of the same amplitude, continuity of the wave and its derivative requires
\begin{equation}
1+r=t,\qquad \kappa_0(1-r)=-ik_Mt .
\end{equation}
Dividing the second relation by $\kappa_0$ and adding the first gives $2=t(1-ik_M/\kappa_0)$. The transmitted flux is $(\hbar k_M/m)|t|^2e^{-S}/\kappa_0$, so $D=Pe^{-S}$ with
\begin{equation}
P=\frac{4k_M\kappa_0}{k_M^2+\kappa_0^2}
=\frac{4\sqrt{(M-y_b)y_b}}{M},\qquad y_b=U-E .
\end{equation}
The last form uses $\hbar^2\kappa_0^2/2m=y_b$ and $\hbar^2k_M^2/2m=M-y_b$. For $M=5$ eV and $y_b=0.490$ eV at the saddle, $P=1.19$. A numerical solution of the Schr\"odinger equation for the same barrier gives 1.17. The factor may exceed one because it multiplies an exponentially small number.

Since $P$ varies slowly across the Gaussian, it may be evaluated at the saddle, where $y_b=U\tanh^2u$. The interface height $M$ does not change with bias. Differentiating $\ln P$ with respect to $U$ and adding the result to (\ref{eq:slope}) gives
\begin{equation}
\frac{d\ln J}{dV}=q\left[\frac1{E_0}-\frac1U
+\frac{\tanh^2u}{2(M-U\tanh^2u)}\right].
\end{equation}
This amounts to $28.1\ \mathrm{V^{-1}}$, against $28.0\ \mathrm{V^{-1}}$ from the current computed with the Schr\"odinger transmission. In this equal-mass model the interface alters the prefactor and, slightly, the bias slope, but leaves $E_0$ in the exponent unchanged.

The limits of $E_0$ itself are smooth. For small $u$, $\coth u=1/u+u/3+\cdots$ and $E_0\simeq kT(1+u^2/3)$; for large $u$, $E_0\to E_{00}$. Equation (\ref{eq:current}) does not share this good behaviour. As $N$ falls at fixed temperature, $u\to0$ while $U$ decreases only logarithmically through $\mu$. Then $E_{00}\tanh u\to kTu^2$ and $U/E_0\to U/kT$, so that
\begin{equation}
\frac{J}{J_{\mathrm{th}}}\to 2u\sqrt{\frac{\pi U}{kT}}\to0 .
\end{equation}
With $D=1$ above the barrier, the integral (\ref{eq:supply}) instead approaches $J_{\mathrm{th}}$, which is its part above the barrier top. A sharp interface would also reflect some of these electrons: for equal masses and $M=5$ eV the limit is about $0.22\,J_{\mathrm{th}}$. The doping comparisons below leave this reflection out and keep $D=1$ above the barrier. They also assume that the bulk Fermi level holds up to the interface, which fails in a wide, weak-field layer, where drift and diffusion limit the supply. For a mobility of $1000\ \mathrm{cm^2\,V^{-1}\,s^{-1}}$, comparing the drift velocity at the interface with the collection velocity $\sqrt{kT/2\pi m}$ suggests, for $D=1$, a reduction to about 0.7 at $10^{15}\,\mathrm{cm^{-3}}$ and 0.96 at $10^{17}\,\mathrm{cm^{-3}}$. The saddle has moved to within a fraction of $\sigma$ of the top, and a full Gaussian no longer describes the integrand. At $10^{15}\,\mathrm{cm^{-3}}$ quadrature exceeds the saddle-point current by a factor of 4.6.

The failure is not always visible in the total. At $10^{17}\,\mathrm{cm^{-3}}$ the top is only $0.60\sigma$ above the saddle, yet the ratio of quadrature to formula is 1.06. Electrons below the top supply 0.80 of the saddle-point current and those above it 0.27. A Gaussian cut at $0.60\sigma$ has a fraction 0.27 of its area beyond the cut, so the spurious tail nearly replaces the missing thermionic current. The close agreement is a cancellation of errors and does not establish the regime. At $10^{18}\,\mathrm{cm^{-3}}$ the top is $2.0\sigma$ away, and the over-barrier share has fallen to about $1\,\%$ of the saddle-point current.

At high doping the saddle sinks towards the filled states. At $10^{19}\,\mathrm{cm^{-3}}$ it lies only about $2\,kT$, or $0.5\sigma$, above $\mu$ and $1.3\sigma$ above the band edge, and quadrature gives 0.82 of the formula. At $4\times10^{19}\,\mathrm{cm^{-3}}$ the formal saddle is at 0.0065 eV, far below $\mu=0.211$ eV. The Boltzmann factor there assigns occupations much greater than one. The saddle is also only $0.2\sigma$ above the band edge, so the peak is far from Gaussian. This alone costs little, because the long upper tail of the skewed peak makes up for the part cut off at the band edge: the Boltzmann integrand over the allowed energies gives 1.06 of the formula. The Fermi occupation reduces that by a factor of 0.065, and the true integral is only 0.07 of the saddle-point value. At this doping the depleted layer, 5.3 nm wide, spans fewer than two mean donor spacings of 2.9 nm, so the smooth parabola is itself a rough picture; in the worked example the figures are 15 nm and 6 nm. This is field emission from a degenerate electron gas, for which the Fermi logarithm must be kept. A computed value of $E_0$ close to $E_{00}$ is therefore a warning to compare $E_m$ with $\mu$ before using (\ref{eq:current}). The numerical output below gives the full doping sequence.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
effective mass = 0.20 m0
relative permittivity = 10.0
donor density = 4.00e+18 cm^-3
barrier height = 1.000 eV; bias = 0.200 V
temperature = 300.0 K; kT = 25.852 meV
metal depth M = 5.00 eV
WORKED EXAMPLE
Fermi level above band edge mu = 30.84 meV
band bending U = 0.8308 eV
depletion width W = 15.15 nm
E00 = 26.257 meV; u = E00/kT = 1.0157
cosh u = 1.5617; tanh u = 0.7681
E0 = 34.184 meV = 5.4770e-21 J
ideality E0/kT = 1.3223
dominant energy E_m = 0.3407 eV
numerical dominant energy = 0.3407 eV
Gaussian width sigma = 0.1172 eV
E_m/sigma = 2.91; (U-E_m)/sigma = 4.18
(E_m-mu)/kT = 11.98
action S(E_m) = 11.127
total exponent U/E0 = 24.305
Richardson constant = 24.035 A cm^-2 K^-2
J saddle = 2.2564e-03 A/cm^2
J quadrature = 2.2198e-03 A/cm^2
J quadrature/J saddle = 0.9838
J thermionic only = 7.8645e-08 A/cm^2
J saddle/J thermionic = 28691.16
reverse-flow fraction exp(-V/kT) = 4.37e-04
BIAS SLOPES d ln J/dV
1/E0 = 29.253 V^-1
1/E0 - 1/(2U) = 28.651 V^-1
quadrature = 28.623 V^-1
with interface factor = 28.115 V^-1
Schroedinger = 28.009 V^-1
interface factor: WKB 1.189, exact 1.172
saddle error at U/E00=60: -0.771 %
saddle error at U/E00=240: -0.188 %
TEMPERATURE: T/K, E0/meV, E0/kT, slope formula, quadrature (V^-1)
200, 28.876, 1.675, 34.036, 33.888
300, 34.184, 1.322, 28.651, 28.623
400, 40.892, 1.186, 23.844, 23.817
DOPING: N/cm^-3, E00/meV, E0/meV, mu/eV, E_m/eV,
  (U-E_m)/sigma, below-top J/Jsaddle, above-top J/Jsaddle, sum
1e+15, 0.42, 25.85, -0.1995, 0.6004, 0.05, 0.9207, 3.6380, 4.5587
1e+16, 1.31, 25.87, -0.1399, 0.6584, 0.18, 0.7610, 1.0773, 1.8383
1e+17, 4.15, 26.07, -0.0800, 0.7017, 0.60, 0.7961, 0.2672, 1.0633
1e+18, 13.13, 28.04, -0.0169, 0.6114, 1.98, 0.9687, 0.0112, 0.9799
4e+18, 26.26, 34.18, 0.0308, 0.3407, 4.18, 0.9837, 0.0000, 0.9838
1e+19, 41.52, 45.00, 0.0771, 0.1306, 7.46, 0.8215, 0.0000, 0.8215
4e+19, 83.03, 83.30, 0.2106, 0.0065, 30.52, 0.0689, 0.0000, 0.0689
\end{verbatim}
